# Surface energy of fcc (111) in the second-moment approximation

## One orbital with Z neighbours

Take a central atom with one orbital $|0\rangle$ and $Z$ neighbours with one orbital $|j\rangle$ each. All levels lie at zero, the hopping between the centre and each neighbour is $-\beta$ with $\beta>0$, and the neighbours do not couple to one another. For a state $c_0|0\rangle+c\sum_j|j\rangle$ the eigenvalue equations are

$$
Ec_0=-Z\beta c,\qquad Ec=-\beta c_0 .
$$

Multiplying the first by $E$ and inserting the second gives $E^2c_0=Z\beta^2c_0$, so $E=\pm\beta\sqrt Z$. Two electrons in the lower state have the energy $-2\beta\sqrt Z$.

The binding therefore grows as $\sqrt Z$, not as $Z$. If $Z$ falls from 12 to 9, a quarter of the bonds is lost, but the fraction of the binding lost is $1-\sqrt{9/12}=0.134$. These are the neighbour numbers of a bulk atom and of an atom in an fcc (111) surface. The rest of these notes asks when the same square root holds for a metal with a partly filled d band.

## Model and conventions

The algebra uses atomic units; numbers are in eV and angstrom. Each atom has five orthogonal d orbitals and $N$ d electrons, spin included. Hopping connects nearest neighbours, all at the same distance. The metal is nonmagnetic, and the surface is unrelaxed.

The Hamiltonian is $H=e+T$. Here $T$ contains the hoppings, and $e$ gives all five orbitals of atom $i$ the level $e_i$. Every atom is required to be neutral, that is, to keep its $N$ electrons. The levels $e_i$ adjust until this holds. The electrostatic energy is taken to depend on the atomic charges alone, so it is the same as for separated neutral atoms and drops out of the binding.

What remains is the expectation value of $T$. With $E_n$ the occupied eigenvalues, spin included,

$$
\langle T\rangle=\langle H\rangle-\langle e\rangle=\sum_n^{\rm occ}E_n-\sum_i e_iN .
$$

The bond energy is $-\langle T\rangle$, a positive number for a bound crystal. Its bulk value per atom is called $E_{\rm coh}$. For now this is the attractive energy alone; pair repulsion is added later.

## The second moment counts neighbours

The local density of states of orbital $\alpha$ on atom $i$ gives each eigenstate $|n\rangle$ the weight $|\langle i\alpha|n\rangle|^2$. Its second moment about $e_i$ is

$$
\sum_n|\langle i\alpha|n\rangle|^2(E_n-e_i)^2
=\langle i\alpha|(H-e_i)^2|i\alpha\rangle ,
$$

by completeness of the eigenstates. Acting on $|i\alpha\rangle$, the operator $H-e_i$ removes the on-site term and leaves only hops to neighbours. The moment is the squared length of the resulting vector:

$$
\langle i\alpha|(H-e_i)^2|i\alpha\rangle=\sum_{j,\gamma}|T_{j\gamma,i\alpha}|^2 .
$$

Each term is a hop to a neighbour and back. The first moment, $\langle i\alpha|H-e_i|i\alpha\rangle$, vanishes, so $e_i$ is the centre of the local band.

Now average over the five orbitals. For one bond the sum becomes $\frac15{\rm Tr}(T_{ij}T_{ij}^{\dagger})$, with $T_{ij}$ the $5\times5$ hopping matrix. A trace does not change when the orbitals are rotated, so the bond may be laid along $z$. There $T_{ij}$ is diagonal, with one entry $V_\sigma$, two entries $V_\pi$ and two entries $V_\delta$. Every neighbour thus contributes the same amount:

$$
\mu_i=Z_i\beta^2,\qquad
\beta^2=\frac{V_\sigma^2+2V_\pi^2+2V_\delta^2}{5}.
$$

This is exact for the model. The approximation comes next.

## From band width to bond energy

Let $w_i=\sqrt{\mu_i}$. The second-moment approximation assumes that the local bands of all atoms have one common shape and differ only in centre and width:

$$
n_i(E)=\frac{10}{w_i}\,g\!\left(\frac{E-e_i}{w_i}\right),
$$

where $g$ has unit area, zero mean and unit variance. The factor 10 counts five orbitals and two spins.

With $x=(E-e_i)/w_i$, neutrality reads

$$
N=\int_{-\infty}^{E_F}n_i(E)\,dE=10\int_{-\infty}^{t_i}g(x)\,dx,\qquad
t_i=\frac{E_F-e_i}{w_i}.
$$

The same $N$ and the same $g$ require the same $t_i=t$ on every atom. Since $E_F$ is common to the crystal, $e_i=E_F-tw_i$. The narrower surface band is thus shifted: upward if $t>0$, downward if $t<0$.

The share of atom $i$ in the bond energy follows with $dE=w_i\,dx$:

$$
E_i=-\int_{-\infty}^{E_F}(E-e_i)\,n_i(E)\,dE
=\left[-10\int_{-\infty}^{t}x\,g(x)\,dx\right]w_i\equiv C\,w_i .
$$

The constant $C$ depends on filling and band shape but not on the atom. It is positive for a partly filled band. For $t\le0$ the integrand is negative; for $t>0$ the zero mean turns the integral into $-\int_t^\infty xg\,dx$, which is also negative. For an empty or a full band $C=0$, and this model gives no binding. Otherwise

$$
E_i=C\beta\sqrt{Z_i}.
$$

A rectangular band makes $C$ explicit. Let its width be $W$. Its variance is $W^2/12$, so $W=\sqrt{12\mu}$. Its density is $10/W$, and neutrality gives $E_F-e=W(N/10-1/2)$. Then

$$
\begin{aligned}
E_i&=-\frac{10}{W}\int_{-W/2}^{W(N/10-1/2)}y\,dy
=-5W\left[\left(\frac N{10}-\frac12\right)^2-\frac14\right]\\
&=-5W\left(\frac{N^2}{100}-\frac N{10}\right)=\frac{W}{20}N(10-N).
\end{aligned}
$$

## The surface energy

A (111) plane of an fcc crystal contains six of an atom's twelve neighbours. Three more lie in the plane above and three in the plane below. A surface removes the three above the outermost layer, so $Z_s=9$ and $Z_b=12$. The second layer still has all its neighbours.

The surface energy $\sigma$ per surface atom is the loss of bond energy summed over the layers below one surface. In the second-moment approximation $E_i$ depends on $Z_i$ alone, so only the first layer contributes:

$$
\sigma=C\beta\left(\sqrt{Z_b}-\sqrt{Z_s}\right).
$$

Dividing and multiplying by $\sqrt{Z_b}$, with $E_{\rm coh}=C\beta\sqrt{Z_b}$, gives

$$
\boxed{\;\sigma=\left(1-\sqrt{\frac{Z_s}{Z_b}}\right)E_{\rm coh}\;}
$$

If deeper layers also lose neighbours, as on more open faces, each such layer adds a term of the same form with its own coordination.

## Comparison with bond cutting

Linear bond cutting gives every bond a fixed energy. A bulk atom has $Z_b/2$ bonds, since each bond is shared by two atoms, so one bond is worth $2E_{\rm coh}/Z_b$. Cleaving cuts $Z_b-Z_s$ bonds per surface atom of one face and creates two faces. One face therefore carries half the cost:

$$
\sigma_{\rm lin}=\frac12(Z_b-Z_s)\frac{2E_{\rm coh}}{Z_b}
=\left(1-\frac{Z_s}{Z_b}\right)E_{\rm coh}.
$$

Write $s=\sqrt{Z_s/Z_b}$. Because $1-s^2=(1-s)(1+s)$,

$$
\frac{\sigma}{\sigma_{\rm lin}}=\frac{1-s}{1-s^2}=\frac1{1+s}.
$$

For (111), $s=0.866$. The two fractions of $E_{\rm coh}$ are 0.134 and 0.250, and their ratio is 0.536. This is the sense in which the square root roughly halves the linear value. For $0<s<1$ the ratio lies between $1/2$ and 1. It approaches $1/2$ when few neighbours are lost, because the slope of $\sqrt z$ at $z=1$ is $1/2$. For (100), with $Z_s=8$, the fractions are 0.184 and 0.333.

The reduction comes from the bonds that remain. The energy per neighbour, $E_i/Z_i$, varies as $1/\sqrt{Z_i}$ and is larger at the surface by the factor $\sqrt{12/9}=1.155$. The loss of three neighbours out of twelve costs $0.250E_{\rm coh}$ at bulk bond strength. The other nine give back $0.750\times0.155\,E_{\rm coh}=0.116E_{\rm coh}$. The difference is again $0.134E_{\rm coh}$.

## A worked example

Choose round model parameters: $V_\sigma=-0.6$, $V_\pi=0.4$, $V_\delta=-0.1$ eV, $N=8$, and a neighbour distance $d=2.80$ angstrom. Then

$$
\beta^2=\frac{0.36+2(0.16)+2(0.01)}5=0.14\ {\rm eV}^2 .
$$

The moments are $12\times0.14=1.68$ eV² in the bulk and $9\times0.14=1.26$ eV² at the surface. The rectangular widths are $\sqrt{12\times1.68}=4.490$ eV and $\sqrt{12\times1.26}=3.888$ eV. With $N(10-N)/20=0.8$,

$$
E_{\rm coh}=0.8\times4.490=3.592\ {\rm eV},\qquad
E_s=0.8\times3.8884=3.111\ {\rm eV}.
$$

Hence $\sigma=0.481$ eV per surface atom. Bond cutting gives $0.25\times3.592=0.898$ eV.

A surface atom occupies the area $\sqrt3\,d^2/2=6.79$ angstrom². The second-moment surface energy per area is therefore $0.481/6.79=0.071$ eV/angstrom², or 1.14 J/m².

The band shape changes $E_{\rm coh}$ but not the fraction. A semi-elliptic band gives $E_{\rm coh}=3.63$ eV and a skewed one, with density proportional to $u(1-u)^2$ as $u$ runs from 0 at the band bottom to 1 at the top, gives 3.84 eV, both with the surface-to-bulk ratio 0.866.

## What pair repulsion changes

Attraction alone would pull the atoms together without limit, so a crystal needs repulsion. Let the hopping decay with distance $r$ as $e^{-q(r/r_0-1)}$, where $r_0$ is a reference length. Since $w_i$ is proportional to the hopping, so is the attraction. Let each neighbour also contribute a repulsive energy $R\,e^{-p(r/r_0-1)}$ per atom. In the bulk, call the attraction per atom $a(r)$ and the repulsion $b(r)$. The cohesive energy is now the maximum of $a-b$:

$$
\frac{d(a-b)}{dr}=\frac{-qa+pb}{r_0}=0
\quad\Longrightarrow\quad b=\frac qp\,a .
$$

The second derivative there is $(q^2a-p^2b)/r_0^2=qa(q-p)/r_0^2$, which is negative, as a maximum requires, if $p>q$. The total cohesive energy is

$$
E_{\rm coh}^{\rm tot}=a-b=a\left(1-\frac qp\right).
$$

At an unrelaxed surface the distances are those of the bulk. The attraction of a surface atom is $sa$, but its repulsion, being linear in the number of neighbours, is $s^2b$. The surface energy is

$$
\begin{aligned}
\sigma^{\rm tot}&=(a-b)-(sa-s^2b)=a(1-s)-b(1-s^2)\\
&=a(1-s)\left[1-\frac qp(1+s)\right].
\end{aligned}
$$

Dividing by $E_{\rm coh}^{\rm tot}$, and writing the bracket as $(1-q/p)-sq/p$,

$$
\frac{\sigma^{\rm tot}}{E_{\rm coh}^{\rm tot}}
=(1-s)\left[1-\frac{s\,q/p}{1-q/p}\right].
$$

The boxed formula with the total cohesive energy is thus the limit $p\gg q$ of very stiff repulsion. At finite $p/q$ the fraction is smaller, because a surface atom is also relieved of some repulsion. The unrelaxed surface energy is positive only if $p/q>1+s$, which is 1.866 for (111).

The correction can be large. For $p=9$ and $q=3$ the bracket is $1-0.866/2=0.567$, and the fraction falls from 0.134 to 0.076. With $R=0.10$ eV and the attraction of the worked example at $r_0$, direct minimization gives $E_{\rm coh}^{\rm tot}=2.392$ eV and $\sigma^{\rm tot}=0.182$ eV. This is 0.30 of the linear value $E_{\rm coh}^{\rm tot}/4$, not about half. For the very stiff case $p=300$ the fraction is 0.133.

Relaxation of the atomic positions cannot raise these surface energies, since the unrelaxed positions are among those over which the energy is minimized. Inserting a measured cohesive energy into the boxed formula therefore needs a separate justification. That energy contains repulsion, and it may also contain sp bonding and the magnetic energy of the free atom.

## Two bounds without the common-shape assumption

Return to the attractive model. At zero temperature, two bounds on $\sigma$ hold for the full band, whatever its shape.

Let $\rho$ be a one-particle density matrix with occupations between 0 and 1, including spin, and with $N$ electrons on every atom. Define

$$
G[T]=\min_\rho{\rm Tr}(\rho T).
$$

The neutral state obtained by filling the levels of $T+e$ up to $E_F$, with fractional occupation of levels exactly at $E_F$ where neutrality requires it, attains this minimum. Indeed, filling minimizes ${\rm Tr}[\rho(T+e-E_F)]$ over all occupations. The part with $e-E_F$ has the same value, $\sum_i(e_i-E_F)N$, for every $\rho$ allowed here. The total bond energy is therefore $-G[T]$.

Two properties follow from the definition. For $c>0$, $G[cT]=cG[T]$. Also, the minimum of an average is at least the average of the separate minima, so $G$ of an average of hopping matrices is at least the average of their $G$.

**Upper bound.** Take a large periodic crystal of $M$ atoms with cubic symmetry, and cut it into slabs of $L$ (111) layers by deleting the hoppings across every $L$-th gap. There are four equivalent orientations of the (111) planes and $L$ positions of the cuts. A nearest-neighbour bond lies within the planes for two of the orientations and crosses one gap for the other two. Averaged over all $4L$ choices, it is deleted with frequency $1/(2L)$. The average of the cut hopping matrices is then $fT$, with $f=1-1/(2L)$. All choices have the same $G_{\rm cut}$ by symmetry, so

$$
fG[T]=G[fT]\ge G_{\rm cut}.
$$

The cost of cutting is $G_{\rm cut}-G[T]\le(f-1)G[T]=ME_{\rm coh}/(2L)$, because $G[T]=-ME_{\rm coh}$. The slabs have $2M/L$ surface atoms in all, so the cost is also $2M\sigma/L$. Hence

$$
\sigma\le\frac{E_{\rm coh}}4=\sigma_{\rm lin}.
$$

**Lower bound.** Let $T'$ be $T$ with the hoppings across the cuts reversed in sign. Then $T_{\rm cut}=(T+T')/2$. With an even number of slabs, changing the sign of all orbitals in every second slab turns $T'$ into $T$. This changes no atomic charge, so $G[T']=G[T]$. It follows that $G_{\rm cut}\ge G[T]$, which means $\sigma\ge0$.

In this model, bond cutting is thus an upper bound at any filling. Where $\sigma$ lies between the bounds depends on the band, and the second-moment value is an estimate.

## How good the estimate is for this d band

The common shape can be tested by diagonalizing the full five-orbital Hamiltonian of (111) slabs, with a level shift in each layer that keeps it neutral. The hoppings are those of the worked example, without repulsion. The numerical check does this with an electronic smearing of 0.10 eV and extrapolates the energy to zero smearing. For slabs of eight layers:

| $N$ | $E_{\rm coh}$ (eV) | $\sigma/E_{\rm coh}$ | $\sigma/\sigma_{\rm lin}$ |
|---|---:|---:|---:|
| 5 | 5.65 | 0.131 | 0.52 |
| 7 | 4.46 | 0.135 | 0.54 |
| 8 | 3.30 | 0.139 | 0.55 |

At this smearing, slabs of five layers change the fractions by less than 0.001. At a smearing of 0.03 eV the change reaches about 0.002 for $N=8$, and the eight-layer fraction there moves from 0.139 to 0.140. The second-moment fraction, 0.134, differs from those in the table by a few percent. The table was computed at a single smearing, and its third decimal is not converged with respect to that smearing, so the agreement should not be read more finely than this. All three lie well below the bond-cutting value 0.25.

The rectangular-band bond energy is not uniformly as accurate. At $N=5$ it is $1.25\times4.490=5.61$ eV, less than 1 percent below the full-band value of 5.65 eV, which is closer than the fraction. At $N=8$ the rectangular band gives $E_{\rm coh}=3.59$ eV, about 9 percent above the full-band value of 3.30 eV. The second-moment fraction does not depend on which common shape is chosen, so a poor choice of shape affects $E_{\rm coh}$ but not the predicted fraction.

The table tests the total $\sigma$, not the share of each layer. Resolved by layer at a smearing of 0.03 eV, the first layer loses 0.140 to 0.146 of $E_{\rm coh}$ and the second layer gains 0.005 to 0.014, so part of the agreement is a cancellation between layers. These three fillings support the square-root estimate of the total $\sigma$ for this set of hoppings and this close-packed face. They do not establish the same accuracy for other fillings, more open faces or other band structures. Nor do they remove the correction for repulsion, which in the example above was far larger than the error of the common-shape assumption.

## Table of computed values

```
INPUT
hoppings sigma, pi, delta: [-0.6, 0.4, -0.1] eV
d electrons per atom: 8
nearest-neighbour distance: 2.80 angstrom
COORDINATION AND MOMENTS
neighbours by layer, (111): [9, 12, 12, 12]
neighbours by layer, (100): [8, 12, 12, 12]
beta^2: 0.1400 eV^2
mu2 bulk, from diagonalization: 1.6800 eV^2
mu2 surface, from diagonalization: 1.2600 eV^2
rectangular band width, bulk: 4.4900 eV
rectangular band width, surface: 3.8884 eV
BOND ENERGY PER ATOM, bulk and surface
rectangular: 3.5920 and 3.1108 eV, ratio 0.8660
semi-elliptic: 3.6309 and 3.1444 eV, ratio 0.8660
skewed: 3.8413 and 3.3266 eV, ratio 0.8660
SURFACE ENERGY (111), attraction only, rectangular band
sqrt(Zs/Zb): 0.8660
second-moment fraction of Ecoh: 0.1340
bond-cutting fraction of Ecoh: 0.2500
second-moment value: 0.4812 eV per surface atom
bond-cutting value: 0.8980 eV per surface atom
ratio of the two: 0.5359
energy per neighbour, surface/bulk: 1.1547
area per surface atom: 6.7896 angstrom^2
second-moment value per area: 0.0709 eV/angstrom^2
the same in SI: 1.136 J/m^2
(100) fractions, second moment and linear: 0.1835 and 0.3333
WITH PAIR REPULSION, q = 3
repulsion per neighbour at r0: 0.10 eV
p = 9: equilibrium r/r0 1.0004, Ecoh 2.3920 eV
p = 9: surface energy 0.1817 eV, fraction 0.0760
p = 9: ratio to linear value 0.3038
p = 300: equilibrium r/r0 1.0118, Ecoh 3.4322 eV
p = 300: surface energy 0.4558 eV, fraction 0.1328
p = 300: ratio to linear value 0.5312
FULL d BAND, neutral layers, (111)
smearing: 0.10 eV, in-plane mesh: 14 x 14
N = 5: bulk bond energy 5.6492 eV
N = 5: surface fraction, 5 and 8 layers: 0.1311 and 0.1312
N = 5: 8-layer ratio to linear value: 0.525
N = 7: bulk bond energy 4.4567 eV
N = 7: surface fraction, 5 and 8 layers: 0.1342 and 0.1347
N = 7: 8-layer ratio to linear value: 0.539
N = 8: bulk bond energy 3.2985 eV
N = 8: surface fraction, 5 and 8 layers: 0.1392 and 0.1387
N = 8: 8-layer ratio to linear value: 0.555
```
